# Mean-field island nucleation near a perfectly absorbing step

A growth calculation that follows islands one by one, but treats the adatoms as a smooth density, must decide where to put each new island. Drawing the position uniformly over the terrace puts many islands beside steps, where few adatoms are available if the steps absorb them. Drawing it from the mean-field nucleation rate starves a strip along each absorbing step. The width of that strip depends on how the rate vanishes at the step, and hence on the critical size $i$, defined so that clusters of more than $i$ atoms no longer lose atoms. For $i=1$ a pair is already stable.

## 1. Two steps and stable pairs

Take straight steps at $x=0$ and $x=L$. Each absorbs every adatom that arrives and releases none. Atoms land at a uniform rate $F$ per area, diffuse with coefficient $D$, and do not re-evaporate. The adatom density $n(x)$ is steady, and for the moment losses to islands are neglected. Diffusion must then carry away what lands:

$$D n''=-F,\qquad n(0)=n(L)=0.$$

Two integrations give $n=-Fx^2/(2D)+c_1x+c_0$. The condition at $x=0$ gives $c_0=0$, and the one at $x=L$ gives $c_1=FL/(2D)$. Hence

$$n(x)=\frac{F}{2D}\,x(L-x).$$

In mean field, the rate at which adatoms meet is proportional to the product of their densities. With a constant capture coefficient $k_1=\sigma D$, where $\sigma$ is the dimensionless capture number, the nucleation rate per area is

$$J=k_1n^2=k_1\left(\frac{FL}{2D}\right)^2x^2\left(1-\frac{x}{L}\right)^2 .$$

Close to the step $J\propto x^2$, which is $x^{i+1}$ for $i=1$. The power comes from two adatoms, each with a density linear in $x$. These equations contain no $\hbar$, electron mass or charge, so they read the same in atomic units.

## 2. Does the linear edge survive other losses?

Let islands capture adatoms at the rate $Dn/\xi^2$, where $\xi$ is a screening length. The balance becomes $Dn''-Dn/\xi^2=-F$. A constant particular solution is $F\xi^2/D$. The homogeneous solution symmetric about $L/2$ is a hyperbolic cosine, and its amplitude follows from $n(0)=0$:

$$n=\frac{F\xi^2}{D}\left[1-\frac{\cosh((L/2-x)/\xi)}{\cosh(L/2\xi)}\right].$$

Differentiating at the step, where the two minus signs cancel, gives the slope

$$g=n'(0)=\frac{F\xi}{D}\tanh\frac{L}{2\xi}.$$

For $\xi\gg L$ the hyperbolic tangent tends to $L/(2\xi)$, and the earlier slope $FL/(2D)$ returns. For $\xi\ll L$ the slope is $F\xi/D$: the step then collects atoms from a strip of width $\xi$. A numerical solution with $F=D=L=1$ and $\xi=0.15$ agreed with this slope within 0.2% of its value.

The linear edge does not depend on this form of loss. Let the loss be any smooth function of $n$ that vanishes at $n=0$. At the step, $n''(0)=-F/D<0$. If $g$ were zero or negative, $n$ would become negative just beyond the step, which a density cannot do. Therefore $g>0$, and

$$n=gx-\frac{F}{2D}x^2+O(x^3).$$

The relative correction to the straight line is $Fx/(2Dg)$. This equals $x/L$ without islands and $x/(2\xi)$ under strong capture, so $x$ must be small against the shorter of these lengths.

## 3. Unstable pairs

Now let a pair decay at rate $\gamma_2$ and let a triplet be stable, so that $i=2$. Clusters do not move, and they grow only by capturing diffusing adatoms. With pair density $n_2$ and capture coefficient $k_2$, the steady balance is

$$k_1n^2=\gamma_2n_2+k_2n\,n_2 .$$

Solving for $n_2$ and inserting it in the rate of triplet formation gives

$$n_2=\frac{k_1n^2}{\gamma_2+k_2n},\qquad
J=k_2n\,n_2=\frac{k_1k_2n^3}{\gamma_2+k_2n}.$$

If $k_2n\ll\gamma_2$, most pairs decay, and $J\approx(k_1k_2/\gamma_2)n^3$. If $k_2n\gg\gamma_2$, nearly every pair grows, and $J\approx k_1n^2$. Because $n$ vanishes at the step, the first case applies close enough to it, whatever happens in mid-terrace.

## 4. General critical size

Write $n_1=n$. Let $k_s$ be the capture coefficient of a cluster of $s$ atoms and $\gamma_s$ its decay rate. In a steady state the populations of sizes $2$ to $i$ do not change, so the same net flux passes through every size:

$$J=k_sn\,n_s-\gamma_{s+1}n_{s+1},\qquad s=1,\ldots,i,\qquad \gamma_{i+1}=0.$$

Define $Q_1=1$ and $Q_{s+1}=Q_sk_s/\gamma_{s+1}$ for $s<i$. The populations $N_s=Q_sn^s$ would make capture and decay balance, since $k_snN_s=\gamma_{s+1}N_{s+1}$. Set $u_s=n_s/N_s$ and divide the flux equation by $k_snN_s=k_sQ_sn^{s+1}$:

$$\frac{J}{k_sQ_sn^{s+1}}=u_s-u_{s+1}\quad(s<i),\qquad
\frac{J}{k_iQ_in^{i+1}}=u_i .$$

On adding these equations, the intermediate $u_s$ cancel and $u_1=1$ remains. Thus

$$\frac1J=\sum_{s=1}^{i}\frac{1}{k_sQ_sn^{s+1}} .$$

For $i=2$, $Q_2=k_1/\gamma_2$, and the sum reproduces the formula of section 3. Direct solution of the population equations agreed with the sum for $i=1$ to $4$.

As $n\to0$ the term with the highest inverse power, $s=i$, dominates. For $i\ge2$, the next term is smaller by the factor

$$\frac{k_iQ_in^{i+1}}{k_{i-1}Q_{i-1}n^i}=\frac{k_in}{\gamma_i},$$

which is proportional to $x$ near the step. Inserting $n=gx+O(x^2)$ gives the result:

$$J(x)=k_iQ_i\,g^{i+1}x^{i+1}\,[1+O(x)] .$$

This form takes $k_i$ as constant. An immobile cluster near an absorbing step captures more efficiently than one in mid-terrace. For a single-site trap on the 40-spacing terrace of section 6, the capture number is 2.75 at the first site, 1.45 at the eighth and 1.29 at the centre. Detailed balance fixes $Q_i$, but the factor $k_i$ carries this slow variation into $J$ for $i\ge2$. With $J\propto k_i(x)n^{i+1}$, the slope $d\ln J/d\ln n$ over sites 2 to 8 is 2.70 for $i=2$ and 3.70 for $i=3$.

Local equilibrium between adatoms and critical clusters need not be assumed near the step. It emerges there, because few adatoms are present to make the clusters grow before they decay.

Nucleation itself also removes adatoms. The first link of the ladder uses two and each of the other $i-1$ links uses one, so the loss is $2J+(i-1)J=(i+1)J$. I solved $Dn''=-F+(i+1)J$ in units $F=D=L=1$, with $k_s=500(1+0.1s)$ and $\gamma_s=50[1+0.2(s-2)]$. Later growth of the stable islands was left out. On a grid of spacing $1/400$, the exponents between the first two points were 1.98, 2.97 and 3.96 for $i=1,2,3$. They lie slightly below $i+1$ because the density bends downward and, for $i\ge2$, because some critical clusters grow instead of decaying.

At the centre for $i=3$, the local exponent $d\ln J/d\ln n$ was 3.39, not 4. The ladder sum explains this: differentiating it gives an average of the powers $s+1$, weighted by the terms of the sum. Equilibrium therefore fails in mid-terrace in this case, while the edge power stays close to 4.

## 5. How many nuclei lie near the step?

Suppose now that $J\propto n^{i+1}$ across the whole terrace. For $i\ge2$ this does assume local cluster equilibrium everywhere. Use the parabolic profile and set $u=x/L$. The share of nuclei within $\delta$ of one step is

$$P(\delta)=\frac{\int_0^{\delta/L}[u(1-u)]^{i+1}du}{\int_0^1[u(1-u)]^{i+1}du}.$$

Integration by parts gives, for integers $a\ge0$ and $b\ge1$,

$$\int_0^1u^a(1-u)^b\,du=\frac{b}{a+1}\int_0^1u^{a+1}(1-u)^{b-1}du .$$

Repeating this $b$ times leaves $\int_0^1u^{a+b}du=1/(a+b+1)$, so the integral is $a!\,b!/(a+b+1)!$. With $a=b=i+1$ the denominator of $P$ is $[(i+1)!]^2/(2i+3)!$. For small $\delta$ the numerator tends to $(\delta/L)^{i+2}/(i+2)$. Therefore

$$P(\delta)\to\frac{(2i+3)!}{(i+2)[(i+1)!]^2}\left(\frac{\delta}{L}\right)^{i+2}.$$

The local rate has power $i+1$, while the accumulated number has power $i+2$. At $\delta/L=0.001$ the limiting formula agreed with quadrature within 1% for $i=1,2,3$.

## 6. A terrace with numbers

Take a square lattice of spacing $a=0.29$ nm, a hop barrier of 0.45 eV and an attempt rate of $10^{12}$ s$^{-1}$. At 300 K, $k_BT=0.02585$ eV, and the hop rate to each neighbour is

$$h=10^{12}e^{-0.45/0.02585}\ \mathrm{s^{-1}}=2.76\times10^4\ \mathrm{s^{-1}}.$$

Hence $D=ha^2=2.32\times10^3$ nm$^2$/s. The flux is $0.001$ monolayer/s, and the terrace has $N=40$ spacings, or $L=11.6$ nm. The central density per site is

$$n_c=\frac{FN^2}{8h}=\frac{0.001\times1600}{8(2.76\times10^4)}=7.26\times10^{-6}.$$

For $i=1$ I use the central capture number $\sigma=1.36$, obtained in section 7 for a simplified contact rule. Held constant, it scales the rates but does not change their ratios. The central rate is $\sigma hn_c^2/a^2=2.3\times10^{-5}$ nm$^{-2}$ s$^{-1}$. At the first site it is $2.2\times10^{-7}$ nm$^{-2}$ s$^{-1}$, about 1% of the central value.

The rate falls to one tenth of its central value where $[4u(1-u)]^{i+1}=0.1$, or

$$u=\tfrac12\left[1-\sqrt{1-0.1^{1/(i+1)}}\right].$$

For $i=1$ this gives $u=0.087$ and a distance of 1.0 nm (10 Å). On the same density profile, $i=2$ and $i=3$ give 1.6 nm (16 Å) and 2.0 nm (20 Å). These two cases show the effect of the power with everything else held fixed. With the position-dependent capture number of an immobile cluster from section 4, they shrink to 1.4 nm and 1.9 nm.

At 1 nm the leading power is already approximate. It exceeds the parabolic result by the factor $(1-x/L)^{-(i+1)}$, which is 1.20 for $i=1$ and 1.43 for $i=3$.

For $i=1$ the share formula integrates to $P=10u^3-15u^4+6u^5$. At $\delta=1$ nm, $u=0.0862$ and $P=0.56\%$. Uniform placement would put 8.6% of the nuclei in the same strip, about 15 times as many. For $i=3$ the mean-field share is 0.045%. The rate should therefore set the island positions even when the total number of islands is known from elsewhere.

## 7. What mean field omits

Two adatoms that have met are no longer available to meet elsewhere, so their positions are correlated. For $i=1$ this can be examined in the dilute limit, with no third atom. Let $P_2(\mathbf r_1,\mathbf r_2)$ be the joint density of two atoms. Away from contact,

$$D(\nabla_1^2+\nabla_2^2)P_2=-F[n(x_1)+n(x_2)],$$

because either atom may be the later arrival. The product $n(x_1)n(x_2)$ satisfies this equation. It fails at contact, where binding requires $P_2=0$.

I solved the lattice version, with binding when two atoms reach the same site. Real adatoms already bind on neighbouring sites, which gives a larger capture number, so the values below belong to this simplified contact rule. If $R$ is the contact flux of ordered pairs per site, the nucleation rate is $R/2$, and the effective capture number is $\sigma(x)=R/(2hn^2)$. It is 1.25 at the first site, 1.35 at the eighth and 1.36 at the centre. Using the central value throughout overestimates the first-site rate by 9% relative to the pair solution. Over sites 2 to 8, a fit gives $d\ln(R/2)/d\ln n=2.05$, close to the mean-field 2. This supports the mean-field rate at these distances; it does not establish an asymptotic exponent for the correlated problem.

The contact flux includes atoms that land directly on an occupied site. Their share is $2Fn/R=F/(\sigma hn)$, which is 4.1% at the first site and 0.4% at the centre. Since it grows as $1/x$ toward the step, a lower power would eventually win in a continuum. Using $n\approx FNx/(2ha)$ and $\sigma\approx1.25$, the estimated share reaches one at $x=2a/(\sigma N)\approx0.04a$, far below a lattice spacing. With binding between neighbours, landings beside an adatom also count, and the share rises to 13% at the first site and 1.2% at the centre. The capture number is then 1.82 at the first site and 2.05 at the centre, and the slope over sites 2 to 8 is 2.08.

## 8. When the edge is not a perfect sink

Suppose that an atom leaving over the descending edge at $x=L$ meets an extra barrier $\Delta$. Its hop rate is then $hs$, with $s=e^{-\Delta/k_BT}$. Extrapolate the density to site $N$ and equate the ordinary diffusion flux to the actual one: $h(n_{N-1}-n_N)=hsn_{N-1}$. Then $n_N=(1-s)n_{N-1}$, and the extrapolation length is

$$\ell=a\frac{n_N}{n_{N-1}-n_N}=a\left(e^{\Delta/k_BT}-1\right).$$

In the continuum the edge condition is $-n'(L)=n(L)/\ell$. Insert $n=(F/2D)(Ax-x^2)$: this gives $\ell(2L-A)=AL-L^2$, hence $A=L(L+2\ell)/(L+\ell)$. For $\ell\to0$ the perfect edge returns. For $\ell\to\infty$, $A=2L$, as required for a reflecting edge.

An assumed barrier of 0.05 eV gives $\ell=1.7$ nm. For $i=1$, mean field with a constant $\sigma$ then puts the rate at the last site at 22% of the maximum, compared with 1% for a perfect edge. The 22% is an upper estimate. Atoms that have already met cannot nucleate again, and this correlation lowers the effective capture number near a partly reflecting edge. The pair problem of section 7, solved with this barrier, gives $\sigma=0.78$ at the last site against 1.32 at the density maximum. The rate at the last site is then 13% of the maximum, or 9% with binding between neighbours. At the ascending step the quadratic law remains, with the first-site density raised by 13%. At a small distance $y$ from the imperfect edge, the density is proportional to $y+\ell$ to first order in $y$. For $i=1$ the mean-field rate there follows $(y+\ell)^2$, which does not vanish at $y=0$. For $i\ge2$ the corresponding form $(y+\ell)^{i+1}$ also requires the last term of the ladder sum to dominate, that is $\prod_{t=s}^{i}(k_tn/\gamma_t)\ll1$ for each $s=2$ to $i$. Having $k_sn\ll\gamma_s$ for every size is enough for this, but it is not necessary. This must now be checked, because $n$ no longer tends to zero at the edge.

Release of atoms from the step would also leave a finite density there. With an assumed bond energy of 0.50 eV and two bonds to break, that density is about $2\times10^{-11}$ of the first-site density, which is negligible here.

## 9. Iron on Fe(001), and the limits of the example

The inputs lie in the regime of iron growing on Fe(001) near room temperature, where stable pairs are a reasonable starting point. They are rough values, not a fit. The terrace is narrow, as on a deliberately miscut surface, and the flux is low; on wide terraces, capture by islands makes $\xi$ the relevant length. An error of 0.05 eV in the hop barrier changes $h$ by a factor of about 7. At fixed $\sigma$ the absolute rate varies as $1/h$ and changes by the same factor, but the 1.0 nm distance does not change. Real descending edges may have an extra barrier, and the assumed one raises the rate there from about 1% of the maximum to 22% in mean field, or 13% in the pair solution. The narrow depleted strip should therefore not be imposed at both edges without checking that barrier.

Pair stability can be checked with the same assumed bond. Each hop that breaks the bond occurs at $1.1\times10^{-4}$ s$^{-1}$. If the bond acts only between nearest neighbours, a pair has six such hops, three for each atom, which gives $6.6\times10^{-4}$ s$^{-1}$ in total. Capture of a third atom at the first site occurs at $2.6\times10^{-2}$ s$^{-1}$, taking the same capture number for a pair as for an adatom. By section 3, dissociation then lowers the growth flux there by at most about 2.4%, since some of the separated atoms rejoin.

Pair motion can matter more, if the two atoms stay partly bound while the pair moves. Breaking the full bond at each move would make it as slow as dissociation. With an assumed pair hop barrier of 0.65 eV, pairs hop to each neighbour at 12 s$^{-1}$, and some reach a step before they grow. If the capture number is kept constant, the local rate of triplet formation is 61% of the pair-formation rate at the first site and 78% at the centre, and its logarithmic slope against $n$ between the first two sites is 2.04. The values near the step should not be trusted, because they rest on that assumption. A slow pair close to an absorbing step has a larger capture number than one in mid-terrace, since the adatom density around it recovers over a shorter distance. This raises the triplet rate at the first sites and lowers the slope. With the capture number of a fixed single-site trap, the ratio becomes about 120% at the first site and 76% at the centre, and the slope falls to 1.63. The law for where pairs form is therefore not the law for where islands survive.

The slowest deviation from the steady profile decays by a factor $e$ while about $6\times10^{-6}$ monolayer is deposited. With $\sigma=1.36$ and no island capture, one nucleus is expected on an $L$ by $L$ area after about 0.6 monolayer (about 0.4 monolayer with binding between neighbours). In that time a regular train of steps has moved by $0.6L$, so $x$ must be measured from the current step position. In that moving frame the balance gains a term $vn'$, with $v=FL$ when $F$ is in monolayers per second. Relative to the flux term it is at most $FN^2/(2h)\approx3\times10^{-5}$, so treating the step as static does not disturb the adatom profile. Immobile clusters are not covered by this argument. The step advances one spacing in $1/(FN)=25$ s, comparable to the 38 s needed to capture a third atom at the first site. Many immobile pairs formed there are therefore overrun before they grow, a loss that the steady cluster balances of sections 3 and 4 leave out. Further digits are in the numerical output below.

## Calculated quantities

```
lattice spacing: 0.29 nm
hop barrier: 0.45 eV
attempt rate: 1.0e+12 1/s
temperature: 300 K; kT: 0.02585 eV
flux: 1.0e-03 monolayer/s
terrace width: 40 sites = 11.60 nm
hop rate per neighbour: 2.7563e+04 1/s
diffusion coefficient: 2.3181e+03 nm^2/s
adatom density at centre: 7.2560e-06 per site
adatom density at first site: 7.0746e-07 per site
edge density slope: 7.2560e-07 per site per spacing
capture number at centre, i=1: 1.3564 (no unit)
mean-field rate at centre: 2.3405e-05 nm^-2 s^-1
mean-field rate at first site: 2.2249e-07 nm^-2 s^-1
nonlinear test, i=1: edge exponent 1.9818 (no unit)
nonlinear test, i=2: edge exponent 2.9676 (no unit)
nonlinear test, i=3: edge exponent 3.9631 (no unit)
nonlinear test, i=3: centre dlnJ/dlnn 3.3855
i=1: rate is 0.1 of centre at 1.004 nm = 10.04 angstrom
i=1: rate at 1 nm / centre: 0.09929
i=1: leading power at 1 nm / centre: 0.11891
i=1: share within 1 nm of one step: 0.5607 %
i=2: rate is 0.1 of centre at 1.554 nm = 15.54 angstrom
i=2: rate at 1 nm / centre: 0.03129
i=2: leading power at 1 nm / centre: 0.04100
i=2: share within 1 nm of one step: 0.1561 %
i=3: rate is 0.1 of centre at 1.963 nm = 19.63 angstrom
i=3: rate at 1 nm / centre: 0.00986
i=3: leading power at 1 nm / centre: 0.01414
i=3: share within 1 nm of one step: 0.0446 %
pair theory: dln(rate)/dln(n), sites 2-8: 2.0499
pair capture number at site 1: 1.2467
pair capture number at site 2: 1.2715
pair capture number at site 8: 1.3509
direct impingement share, site 1: 4.113 %
direct impingement share, centre: 0.369 %
assumed extra edge barrier: 0.05 eV
edge extrapolation length: 1.716 nm
descending-edge rate / maximum, i=1: 0.2152
first-site density gain from edge barrier: 1.1289
assumed bond energy: 0.50 eV
dimer dissociation rate: 1.098e-04 1/s
third-atom capture rate, site 1: 2.645e-02 1/s
third-atom capture rate, centre: 2.713e-01 1/s
assumed dimer hop barrier: 0.65 eV
dimer hop rate per neighbour: 1.204e+01 1/s
mobile-dimer trimer/dimer formation, site 1: 0.6075
mobile-dimer trimer/dimer formation, centre: 0.7824
mobile-dimer dln(trimer rate)/dln(n): 2.0379
step-release density / first-site density: 2.244e-11
coverage for one nucleus per L by L: 0.5954 monolayer
coverage during profile settling: 5.881e-06 monolayer
```
